Counting the TE modes of a thick silicon slab in silica

**Problem**

A flat silicon layer of thickness d = 10 µm is clad on both sides by silica. Light of vacuum wavelength λ = 1550 nm travels along the layer. Take the refractive indices as n1 = 3.476 for silicon and n2 = 1.444 for silica, which are rough typical values at this wavelength.

(a) How many guided TE modes does the slab have?

(b) What distinguishes the first of these modes from the last?

(c) How firm is the number when thickness, temperature and wavelength vary, and when the lower silica layer is a finite film on a silicon substrate?

For (a) and (b) both claddings are unlimited in thickness, the slab is unbounded in its own plane, and absorption is neglected. One direction of travel is counted.

**Solution of (a): from the wave equation to a count**

Let x be normal to the slab, with the core at |x| < d/2, and let the light travel along z. In a TE mode the electric field points along y:

E_y = E(x) exp(iβz − iωt).

This field has no divergence, since it does not vary along y. In each uniform layer of index n, Maxwell's equations therefore reduce to ∇²E_y + k0²n²E_y = 0, with k0 = 2π/λ. Inserting the mode gives

E'' + (k0²n² − β²)E = 0.

At an interface the tangential fields E_y and H_z are continuous. Faraday's law makes H_z proportional to E', so both E and E' are continuous.

A guided mode must decay in the cladding, which requires β > k0n2. It must also have β < k0n1. To see this, multiply the equation by E and integrate over x by parts. The boundary terms vanish for a decaying field, leaving

∫ E'² dx = ∫ (k0²n² − β²)E² dx.

The left side is positive, so k0²n² must exceed β² somewhere, and that can happen only in the core. We may therefore define two positive numbers,

κ² = k0²n1² − β²,
γ² = β² − k0²n2².

Here κ is the transverse wavenumber in the core and γ is the decay constant in the cladding. Adding the definitions removes β:

κ² + γ² = K², with K = k0 √(n1² − n2²).

Hence κ lies between 0 and K.

The slab is symmetric, so its modes are even or odd in x. For an even mode the field is A cos(κx) in the core and B exp[−γ(|x| − d/2)] in the cladding. Continuity of E and E' at x = d/2 gives

A cos(κd/2) = B,
−κA sin(κd/2) = −γB.

Dividing the second line by the first gives tan(κd/2) = γ/κ. The division is allowed: B = 0 would make both the sine and the cosine term vanish, and hence A too.

For an odd mode the core field is A sin(κx), and the same conditions at x = d/2 read

A sin(κd/2) = B,
κA cos(κd/2) = −γB.

Their ratio is −cot(κd/2) = γ/κ. Since −cot u = tan(u − π/2), this is the even condition with its argument shifted by π/2. The tangent repeats after π, so both families are contained in

κd − 2 arctan(γ/κ) = mπ,

with even m for even modes and odd m for odd modes.

Call the left side F(κ). Because κ² + γ² = K², the angle arctan(γ/κ) equals arccos(κ/K), whose derivative with respect to κ is −1/√(K² − κ²) = −1/γ. Therefore

dF/dκ = d + 2/γ > 0.

F rises steadily. As κ → 0 the arctangent tends to π/2 and F → −π. As κ → K, γ → 0 and F → Kd. Each integer m with −π < mπ < Kd is thus met once. The value −π is approached only at κ = 0, where the odd core field vanishes, so m = −1 gives no mode. The allowed values are m = 0, 1, 2, … below Kd/π. Write

P = Kd/π = (2d/λ) √(n1² − n2²).

The number of integers from zero up to, but not including, P is

M = ceil(P),

where ceil means rounding up to the next integer, and an integer P is left as it is. In that last case the mode at threshold has γ = 0: its cladding field does not decay, and it is not counted.

The numbers are

n1² − n2² = 3.476² − 1.444² = 9.9974,
√(n1² − n2²) = 3.1619,
2d/λ = 20 000 nm / 1550 nm = 12.9032,
P = 12.9032 × 3.1619 = 40.80.

Rounding up gives **41 TE modes**, TE0 to TE40.

The formula can be read as an estimate: the transverse wavenumber has a range K available, and standing waves in a layer of thickness d are spaced by about π/d. The quotient is P. For a thick slab, P itself differs from the true count by less than one mode.

A direct numerical solution of the wave equation, which does not use the phase condition, supports the count. With a grid spacing of 2.5 nm and 4 µm of cladding on each side, it finds 41 bound TE modes. Their effective indices β/k0 differ from those of the phase condition by at most 2.4 × 10⁻⁴.

The TM modes are as numerous. For them H_y and H_y'/n² are continuous, which replaces γ/κ in the arctangent by n1²γ/(n2²κ). This ratio also falls from infinity to zero as κ goes from 0 to K, so F still rises from −π to Kd and the same integers are allowed. The numerical solution gives 41 TM modes, making 82 modes for both polarizations together.

**Thickness and the number of modes**

At fixed wavelength and indices P is proportional to d. One more TE mode enters for each additional

λ / [2√(n1² − n2²)] = 1550 nm / (2 × 3.1619) = 245.1 nm

of silicon. The table follows from dividing d by this length.

| d (µm) | P | TE modes |
|---|---|---|
| 0.22 | 0.90 | 1 |
| 9.5 | 38.76 | 39 |
| 10.0 | 40.80 | 41 |
| 10.5 | 42.84 | 43 |

The first row lies in the single-mode range. Below 245.1 nm there is a single TE mode, and it survives however thin the slab becomes, because m = 0 is below P for any positive P. This depends on the two claddings being equal. A layer of 0.22 µm is on the single-mode side of the limit for these indices.

**Solution of (b): the first and the last mode**

The core field is a sum of two plane waves with wavevector components (±κ, β) and length k0n1. They are rays bouncing between the interfaces at an angle θ from the normal, with

sin θ = β/(k0n1).

The condition β > k0n2 then says that θ exceeds the critical angle arcsin(n2/n1) = 24.55°. Guided modes are the discrete ray angles between this value and 90°.

TE0 has an effective index of 3.475, close to that of silicon, and θ = 88.74°: it runs almost parallel to the slab. Its field falls by a factor e within 1/γ = 78 nm of cladding. Its κ can be found by hand. With arctan(γ/κ) = π/2 − arctan(κ/γ), the phase condition for m = 0 becomes κd + 2 arctan(κ/γ) = π. For κ much smaller than γ this is

κ ≈ π/(d + 2/γ) = π/(10 + 0.156) µm⁻¹ = 0.3093 µm⁻¹,

which agrees with the numerical root to the digits shown. The mode behaves as if the slab had hard walls, each moved outward by 1/γ.

TE40 has κ = 12.60 µm⁻¹ and γ = 2.333 µm⁻¹. Its effective index of 1.55 is much nearer to that of silica, and its ray angle of 26.56° is only 2° above the critical angle. Its field reaches farther out, with a decay length of 429 nm. It is the mode most exposed to changes in the structure.

The quantity √(n1² − n2²) has the form of a numerical aperture. Here it is 3.16, and it cannot be the sine of an acceptance angle in air. A plane wave arriving from air has a transverse wavenumber of at most k0. At the flat end face of the slab this value is kept only approximately, with a spread of order π/d, because the slab has finite thickness. The guided modes extend much farther, up to K = 3.16 k0.

**Solution of (c): how firm is the number?**

P = 40.80 lies just 0.20 below 41, where a 42nd mode appears. Small changes are therefore enough to add one. In each case below the other quantities are held fixed.

*Thickness.* The threshold is at 41 × 245.1 nm, or 10.049 µm. A rough thickness tolerance of ±0.5 µm, as in the table, moves the count between 39 and 43.

*Temperature.* The threshold index of silicon follows from setting P = 41:

n1 = √[n2² + (41λ/2d)²] = 3.4902.

This is 0.0142 above the assumed value. With a rough thermo-optic coefficient of 1.8 × 10⁻⁴ per K for silicon, the required temperature rise is 79 K. The estimate neglects thermal expansion and the index change of silica.

*Wavelength.* With the indices frozen, P = 41 is reached at 1550 nm × 40.80/41 = 1542 nm. Shorter wavelengths admit the 42nd mode.

*Finite lower oxide.* Suppose that the lower silica layer has thickness t and rests on a silicon substrate. The decaying field then reaches a medium in which it can propagate again, and some light tunnels out. Every mode of the core now leaks, because β < k0n1 holds for all of them. The useful question becomes how fast they leak.

Let a wave of amplitude a strike the oxide at x = 0, with x now pointing towards the substrate, and let a wave τ exp[iκ(x − t)] emerge at x = t. Both silicon regions have the same κ. Continuity at x = t fixes the oxide field:

E = τ { cosh[γ(x − t)] + (iκ/γ) sinh[γ(x − t)] }.

Write C = cosh(γt) and S = sinh(γt). At x = 0,

E = τ[C − i(κ/γ)S],
E' = τ[iκC − γS].

In the core E = a exp(iκx) + b exp(−iκx), so a = ½[E + E'/(iκ)] at x = 0. This gives

a = τ[C + (i/2)(γ/κ − κ/γ)S].

Taking the squared modulus and using C² = 1 + S² gives the tunnelling probability T = |τ/a|²:

1/T = 1 + (κ² + γ²)² S² / (4κ²γ²).

The loss follows from the round trip of the ray. For thick oxide, matching exp(iκx) + r exp(−iκx) to a decaying exponential gives iκ(1 − r) = −γ(1 + r), so that

r = (κ − iγ)/(κ + iγ) = exp[−2i arctan(γ/κ)].

A mode repeats itself after a round trip, r² exp(2iκd) = 1, which is again F = mπ. Leakage reduces the modulus of the lower reflection to √(1 − T) ≈ exp(−T/2). The condition becomes

2iF − T/2 = 2πim, or F = mπ − iT/4.

The phase of the lower reflection also changes slightly, but to first order this shifts only the real part of κ. Since dF/dκ = d + 2/γ, the imaginary change of κ is −iT/[4(d + 2/γ)]. From β² = k0²n1² − κ² we have δβ = −(κ/β)δκ. The power falls as exp(−αz) with α = 2 Im β, hence

α = κT / [2β(d + 2/γ)] = T / [2 tan θ (d + 2/γ)],

because β/κ = tan θ. This is the loss per bounce divided by the distance between bounces on the lower face. It holds for T much smaller than one.

For TE40 and t = 1 µm the tunnelling probability is 4.89 × 10⁻³. With tan 26.56° = 0.500 and 2/γ = 0.857 µm,

α = 4.89 × 10⁻³ / (2 × 0.500 × 10.857 µm) = 4.5 × 10⁻⁴ µm⁻¹.

That is 4.5 per cm. Multiplying by 10 log₁₀e = 4.343 gives about 20 dB/cm. For t = 2 µm the probability drops to 4.53 × 10⁻⁵ and the loss to 0.18 dB/cm. For TE30 and TE40 at both oxide thicknesses, the formula was compared with the complex propagation constant of the full layered structure. The ratio of the two losses lies between 0.993 and 1.000.

With 1 µm of oxide, 39 of the 41 TE modes leak less than 1 dB/cm; with 2 µm, all 41 do. These counts do not carry over to TM modes, the highest of which leak faster. The leakage of TE0 is negligible in both cases. The thresholds found above for a 42nd mode refer to unlimited claddings. Just above such a threshold γ is small and the new mode leaks strongly: at d = 10.06 µm it loses about 17 dB/cm through 2 µm of oxide and about 79 dB/cm through 1 µm.

**The model beside a real waveguide**

The example corresponds to a thick silicon-on-insulator layer with an oxide cladding on top. For such a layer, "about 41" is the appropriate statement: the assumed thickness tolerance alone moves the count by two either way. For an etched waveguide the assumption of unbounded width fails as well. If the core is also 10 µm wide and surrounded by silica, standing waves form in both transverse directions. Their wavenumbers form a grid of spacing about π/d, filling a quarter disc of radius K. The area of the quarter disc divided by that of one grid cell is πP²/4, or roughly 1300 modes per polarization. The figure of 41 then counts only the vertical orders of the slab.

Numbers as computed

```
core thickness d = 10.0 um
vacuum wavelength = 1550 nm
silicon index n1 = 3.476, silica index n2 = 1.444
n1^2 - n2^2 = 9.9974
sqrt(n1^2 - n2^2) = 3.1619
2 d / wavelength = 12.9032
order parameter P = 40.798
TE modes from formula = 41
TE modes from grid = 41
TM modes from grid = 41
largest TE index difference, grid - phase = 2.4e-04
thickness per extra mode = 245.1 nm
critical angle from normal = 24.55 degrees
TE0: kappa = 0.3093 1/um
TE0: gamma = 12.8134 1/um
TE0: effective index = 3.4752
TE0: ray angle from normal = 88.74 degrees
TE0: field decay length = 78.0 nm
TE40: kappa = 12.6030 1/um
TE40: gamma = 2.3334 1/um
TE40: effective index = 1.5545
TE40: ray angle from normal = 26.56 degrees
TE40: field decay length = 428.6 nm
thickness tolerance = +/- 0.5 um
TE modes at 9.5 um = 39
TE modes at 10.5 um = 43
thickness admitting mode 42 = 10.049 um
rough silicon dn/dT = 1.8e-04 1/K
silicon index admitting mode 42 = 3.4902
temperature rise admitting mode 42 = 79 K
wavelength admitting mode 42 = 1542 nm
oxide 1 um: TE40 tunnelling/bounce = 4.89e-03
oxide 1 um: TE0 loss = 3.2e-12 dB/cm
oxide 1 um: TE40 loss = 20 dB/cm
oxide 1 um: modes below 1 dB/cm = 39
oxide 2 um: TE40 tunnelling/bounce = 4.53e-05
oxide 2 um: TE0 loss = 2.4e-23 dB/cm
oxide 2 um: TE40 loss = 0.18 dB/cm
oxide 2 um: modes below 1 dB/cm = 41
ray/layered loss ratio, lowest = 0.9930
ray/layered loss ratio, highest = 1.0000
```
